# Roth's g Factor for Conduction Electrons in InAs from Kane Coupling, part 1

(Sections cited here and not found follow in the second part.)

## First half: the band edge

Q: A free electron has a g factor of about 2. I am told that a conduction electron in InAs has one near −15. The spin is the same spin, so where could a number seven times larger, with the opposite sign, come from?

A: From orbital motion that is tied to the spin. In a crystal, the "spin splitting" of a conduction level is the energy difference between two states that also differ in their orbital part. If the orbital part carries a magnetic moment that reverses with the spin, this moment counts in the measured splitting.

To fix the sign, I take the electron charge as $-e$ with $e>0$ and write the Zeeman energy as

$$H_Z=\tfrac12\,g\,\mu_B\,\boldsymbol\sigma\cdot\mathbf B,\qquad \mu_B=\frac{e\hbar}{2m_0},$$

where $\boldsymbol\sigma$ are the Pauli matrices and $m_0$ is the free-electron mass. With $\mathbf B$ along $z$, $E_\uparrow-E_\downarrow=g\mu_BB$. The free electron has $g_0=2.0023$, so spin up lies higher. A negative $g$ means that spin down lies higher.

Q: Then I want to see the orbital part come out of the Schrödinger equation. What do you start from?

A: From one electron in a periodic potential with spin-orbit coupling. I write the wave function as $\sum_n F_n(\mathbf r)u_n(\mathbf r)$, where the $u_n$ are the periodic functions of the band edges and the envelopes $F_n$ vary slowly over a unit cell. The field replaces $\mathbf p$ by $\mathbf p+e\mathbf A$. By the product rule,

$$(\mathbf p+e\mathbf A)(F_nu_n)=u_n\,\hbar\mathbf k F_n+F_n\,\mathbf p u_n,\qquad \mathbf k=-i\nabla+\frac{e}{\hbar}\mathbf A .$$

Here $\mathbf k$ acts on the envelope and $\mathbf p$ on the periodic function, so the two commute. Squaring and dividing by $2m_0$ gives

$$\frac{p^2}{2m_0}+\frac{\hbar}{m_0}\mathbf k\cdot\mathbf p+\frac{\hbar^2k^2}{2m_0}.$$

The first term, with the crystal potential and the spin-orbit coupling, gives the band-edge energies. The second couples different bands, and the third is the free-electron kinetic energy. I neglect the small spin-orbit correction to the momentum operator.

Q: There are infinitely many bands. Which ones do you keep?

A: Eight, counting spin. The conduction edge of a zinc-blende crystal is an s-like state $S$. The valence edge comes from three p-like states $X,Y,Z$. Symmetry allows $\langle S|p_i|j\rangle$ for $i=j$ alone, and makes the three allowed elements equal. With real orbitals and $\mathbf p=-i\hbar\nabla$ these elements are imaginary, so I define a real $P$ by

$$\frac{\hbar}{m_0}\langle S|p_x|X\rangle=iP,\qquad \langle S|H|j\rangle=iPk_j,\qquad \langle j|H|S\rangle=-iPk_j .$$

This is the Kane coupling, and it leaves the spin unchanged. Its strength is usually quoted as an energy,

$$E_P=\frac{2m_0P^2}{\hbar^2}.$$

Momentum elements within the p triplet vanish. An element such as $\langle X|p_y|Z\rangle$ changes sign when $X$ and $Z$ are exchanged, because $\mathbf p$ is Hermitian and imaginary between real functions. The crystal also has a mirror plane that exchanges $x$ and $z$, and it requires the two elements to be equal. They are therefore zero.

Q: If the coupling leaves the spin unchanged, nothing so far can tie an orbital moment to the spin.

A: That is the task of the spin-orbit coupling in the valence band. Within the triplet it has the form $\mathbf L\cdot\boldsymbol\sigma$, where $\mathbf L$ is the angular momentum of a p state in units of $\hbar$. Let $\mathbf J=\mathbf L+\boldsymbol\sigma/2$. Squaring, with $L^2=2$ and $\sigma^2/4=3/4$,

$$J^2=\tfrac{11}{4}+\mathbf L\cdot\boldsymbol\sigma .$$

For $J=3/2$, $J^2=15/4$ and $\mathbf L\cdot\boldsymbol\sigma=1$. For $J=1/2$, $J^2=3/4$ and $\mathbf L\cdot\boldsymbol\sigma=-2$. I put the zero of energy at the top of the valence band and write

$$H_v=\frac{\Delta}{3}\left(\mathbf L\cdot\boldsymbol\sigma-1\right).$$

Its eigenvalues are $0$ for the four $J=3/2$ states, called $\Gamma_8$, and $-\Delta$ for the two $J=1/2$ states, called $\Gamma_7$. The conduction edge lies at $E_g$.

Q: You now have eight coupled equations, and a g factor belongs to a two-component electron. How do you get down to two?

A: By solving for the valence envelopes. Let $\psi$ be the two-component conduction envelope and $\varphi_j$ the two-component envelope of orbital $j$. The equations are

$$\left(E_g+\frac{\hbar^2k^2}{2m_0}+\tfrac12g_0\mu_B\boldsymbol\sigma\cdot\mathbf B\right)\psi+iP\sum_ik_i\varphi_i=E\psi,$$

$$-iPk_j\psi+\sum_l(H_v)_{jl}\varphi_l=E\varphi_j .$$

In the second I have left out the free kinetic and Zeeman energies of the valence states. The second equation gives

$$\varphi_i=-iP\sum_jR_{ij}k_j\psi,\qquad R=(E-H_v)^{-1}.$$

Inserting this in the first, and using $(iP)(-iP)=P^2$, gives the effective Hamiltonian

$$H_{\rm eff}(E)=E_g+\frac{\hbar^2k^2}{2m_0}+\tfrac12g_0\mu_B\boldsymbol\sigma\cdot\mathbf B+P^2\sum_{ij}k_iR_{ij}k_j .$$

Q: I object to the terms you left out. You are after an effect linear in $B$, and the valence Zeeman energy is linear in $B$.

A: It enters through $R$, and $R$ stands between two factors of $k$. In a low Landau level at the band edge, with no motion along the field, $k_x^2+k_y^2$ is itself proportional to $B$. A change of $R$ by an amount of order $B$ therefore changes the energy in order $B^2$. The same holds for the free kinetic energy of the valence states. Away from the edge this argument fails, because $k^2$ is then not small with $B$.

Q: You have also kept the order of $k_i$ and $k_j$. Why not write $k_ik_j$ as an ordinary product?

A: Because the components do not commute in a field. Apart from the vanishing commutators of two derivatives and of two functions,

$$[k_x,k_y]=\left[-i\partial_x,\frac e\hbar A_y\right]+\left[\frac e\hbar A_x,-i\partial_y\right]
=-\frac{ie}{\hbar}\left(\partial_xA_y-\partial_yA_x\right)=-\frac{ie}{\hbar}B_z .$$

The other components follow by cyclic exchange, so

$$\mathbf k\times\mathbf k=-\frac{ie}{\hbar}\mathbf B .$$

In this model the orbital part of the g factor comes from this commutator. If the components of $\mathbf k$ commuted, the part of $R_{ij}$ antisymmetric in $i$ and $j$ would drop out of the sum, as long as $R$ does not depend on position.

Q: Does $R_{ij}$ have an antisymmetric part?

A: It does when $\Delta\neq0$. The operators

$$\Pi_{3/2}=\frac{2+\mathbf L\cdot\boldsymbol\sigma}{3},\qquad
\Pi_{1/2}=\frac{1-\mathbf L\cdot\boldsymbol\sigma}{3}$$

are the projectors on $\Gamma_8$ and $\Gamma_7$: inserting $\mathbf L\cdot\boldsymbol\sigma=1$ gives 1 and 0, and inserting $-2$ gives 0 and 1. With

$$r_8=\frac1E,\qquad r_7=\frac1{E+\Delta},$$

the resolvent is

$$R=r_8\Pi_{3/2}+r_7\Pi_{1/2}=\frac{2r_8+r_7}{3}+\frac{r_8-r_7}{3}\,\mathbf L\cdot\boldsymbol\sigma .$$

In the basis $X,Y,Z$ the angular momentum matrices are $(L_k)_{ij}=-i\varepsilon_{ijk}$. To check the sign, $L_z=-i(x\partial_y-y\partial_x)$ turns $x$ into $iy$, so $(L_z)_{YX}=i$. The formula gives $-i\varepsilon_{yxz}=-i(-1)=i$. Hence

$$R_{ij}=\frac{2r_8+r_7}{3}\,\delta_{ij}-\frac{i(r_8-r_7)}{3}\sum_k\varepsilon_{ijk}\sigma_k .$$

Q: Then put it into the sum, and keep the signs in view.

A: The symmetric part gives a multiple of $k^2$. For the antisymmetric part I use $\sum_{ij}\varepsilon_{ijk}k_ik_j=(\mathbf k\times\mathbf k)_k=-ieB_k/\hbar$. The two factors of $-i$ multiply to $-1$:

$$P^2\sum_{ij}k_iR_{ij}k_j=\frac{P^2}{3}(2r_8+r_7)k^2-\frac{P^2e}{3\hbar}(r_8-r_7)\,\boldsymbol\sigma\cdot\mathbf B .$$

The last term has the form of a Zeeman energy. Setting it equal to $\tfrac12\delta g\,\mu_B\boldsymbol\sigma\cdot\mathbf B$ with $\mu_B=e\hbar/2m_0$,

$$\delta g=-\frac{2}{\mu_B}\frac{P^2e}{3\hbar}(r_8-r_7)=-\frac{4m_0P^2}{3\hbar^2}(r_8-r_7)=-\frac23E_P(r_8-r_7).$$

At the band edge $E$ differs from $E_g$ by an amount of order $B$. Since $\delta g$ already multiplies $B$, I may set $E=E_g$. With $1/E_g-1/(E_g+\Delta)=\Delta/[E_g(E_g+\Delta)]$,

$$\boxed{\,g^*=g_0-\frac23\,\frac{E_P\,\Delta}{E_g(E_g+\Delta)}\,}$$

This is Roth's formula for the conduction edge.

Q: The algebra hides the physics. Why should spin down end up higher?

A: Take the lowest Landau level with $\mathbf B$ along $+z$ and $k_z=0$. Define $k_\pm=k_x\pm ik_y$ and $1/l^2=eB/\hbar$. The commutator gives $[k_-,k_+]=2i[k_x,k_y]=2/l^2$, so $k_-$ lowers the Landau level and $k_-\psi=0$ in the lowest one. The valence orbitals $(X\pm iY)/\sqrt2$ have $L_z=\pm1$, and they couple to $S$ through

$$\langle\pm|H|S\rangle=-\frac{iP}{\sqrt2}\,k_\mp .$$

The orbital with $L_z=+1$ needs $k_-\psi$, which is zero. The orbital with $L_z=-1$ remains, and since $k_-k_+\psi=(2/l^2)\psi$, it pushes the conduction level upward by $P^2/l^2$ times the diagonal element of $R$.

That element depends on the spin. For spin down, $L_z\sigma_z=+1$ and the element is $r_8$: the state belongs wholly to $\Gamma_8$, the nearer valence level. For spin up, $L_z\sigma_z=-1$ and the element is $(r_8+2r_7)/3$: two thirds of the state belongs to the more distant $\Gamma_7$. Spin down is therefore pushed up more. The difference is

$$E_\uparrow-E_\downarrow=\frac{P^2}{l^2}\left(\frac{r_8+2r_7}{3}-r_8\right)=-\frac23\,\frac{P^2}{l^2}(r_8-r_7).$$

Dividing by $\mu_BB$, and using $P^2/(l^2\mu_BB)=2m_0P^2/\hbar^2=E_P$, gives the same $\delta g$ by a second road.

Q: And if the valence band had no spin-orbit splitting?

A: Then $r_8=r_7$, both spins are pushed equally, and $g^*=g_0$. In the opposite limit, $\Delta\gg E_g$, the $\Gamma_7$ states are too distant to matter and $g^*\to g_0-2E_P/(3E_g)$. For a given $E_P$, the value therefore becomes more negative as the gap shrinks and as the splitting grows.

Q: InAs, then. What do you put in?

A: Rough typical values: $E_g=0.417$ eV at low temperature, $\Delta=0.39$ eV and $E_P=21.5$ eV. Since $\tfrac23E_P=14.333$ eV, the two valence levels contribute

$$-\frac{14.333}{0.417}=-34.37,\qquad +\frac{14.333}{0.807}=+17.76,$$

and

$$g^*=2.00-34.37+17.76=-14.6 .$$

With this edge value, $|g^*|\mu_BB$ is 0.85 meV at 1 T. The actual splitting of the lowest Landau level is slightly smaller, because that level already lies a little above the edge. The answer is sensitive to the inputs. A rise of $E_P$ by 1 eV adds $-16.61/21.5=-0.77$. A rise of the gap by 10 meV reduces the orbital part by the fraction $0.010\,(1/0.417+1/0.807)=0.036$, which moves $g^*$ by $+0.6$.

Q: You dropped terms on an argument about orders in $B$. I would rather see the eight bands solved without eliminating anything.

A: That was done by writing $k_x$ and $k_y$ as ladder matrices and diagonalizing the eight-band Hamiltonian, with the free kinetic and Zeeman terms restored in the valence states. The g factor was read from the splitting of the lowest Landau level at 0.01 T and 0.02 T and extrapolated linearly to zero field. For the InAs values the result is −14.609, and the formula gives −14.609. The test was repeated for $E_g=1.5$, $\Delta=0.34$, $E_P=25$ eV and for $E_g=0.6$, $\Delta=0$, $E_P=20$ eV. In all three cases the two values of $g$ agree within $10^{-4}$. The last case returns the free-electron value.

## Second half: away from the edge, and in a channel

Q: Before I raise the practical objections, remind me what we are carrying over.

A: The valence top is the zero of energy, $E_g$ is the conduction edge, $\Delta$ is the valence spin-orbit splitting, and $E_P=2m_0P^2/\hbar^2$ measures the Kane coupling $P$. The operator $\mathbf k=-i\nabla+e\mathbf A/\hbar$ satisfies $\mathbf k\times\mathbf k=-ie\mathbf B/\hbar$. Eliminating the valence states leaves $P^2\sum k_iR_{ij}k_j$, where

$$R_{ij}=\frac{2r_8+r_7}{3}\delta_{ij}-\frac{i(r_8-r_7)}{3}\sum_k\varepsilon_{ijk}\sigma_k,\qquad r_8=\frac1E,\quad r_7=\frac1{E+\Delta}.$$

At the edge this gave $g^*=g_0-\tfrac23E_P\Delta/[E_g(E_g+\Delta)]$. With $E_g=0.417$, $\Delta=0.39$ and $E_P=21.5$ eV, $g^*=-14.6$.

Q: The same $P$ must also fix the effective mass. Does it come out right?

A: The symmetric part of $R_{ij}$ decides that. Since $P^2=E_P\hbar^2/2m_0$, the terms in $k^2$ combine to $(\hbar^2k^2/2m_0)M(E)$ with

$$M(E)=1+\frac{E_P}{3}\left(\frac2E+\frac1{E+\Delta}\right),\qquad \frac{m_0}{m^*}=M(E_g).$$

For the example $m_0/m^*=44.25$, so $m^*=0.0226\,m_0$. Mass and g factor are linked. Over a common denominator,

$$M(E_g)-1=\frac{E_P}{3}\,\frac{3E_g+2\Delta}{E_g(E_g+\Delta)},$$

and eliminating $E_P$ gives

$$g^*=g_0-\frac{2\Delta}{3E_g+2\Delta}\left(\frac{m_0}{m^*}-1\right).$$

This offers a measure of the model's accuracy. Quoted values of the edge mass of InAs run from about $0.022$ to $0.026\,m_0$. Inserting $0.025\,m_0$ gives $g^*=2.0-(0.78/2.031)\times39=-13.0$ instead of −14.6. With this mass, the eight-band model with one $E_P$ therefore misses a g factor of −15 by about two units. The size of the mismatch depends strongly on the mass inserted: $0.023\,m_0$ gives $2.0-0.384\times42.5=-14.3$, less than one unit from −15. Bands outside the eight also contribute to the mass, and the link ignores them.

The eight-band model gives Roth's formula for the g factor at the conduction edge, −14.6 for the InAs values, and links it to the effective mass. What remains is to see how $g$ changes at room temperature, away from the edge and in a thin channel, and what an electric field across the channel does to the spins.

Numerical values quoted here were computed with a short program.
